\section*{Wannier excitons from linear response of a screened range-separated hybrid, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a localized pair to the full response matrix}

\subsection{Two localized bands}

Consider a cubic crystal with lattice constant $d$ that has one occupied orbital $v_{\mathbf R}$ and one empty orbital $c_{\mathbf R}$ in each cell $\mathbf R$. All orbitals are orthonormal, each spin channel is filled in the same way, and Hartree atomic units are used. Let the exchange interaction depend on the cells alone: two charges a distance $\mathbf R$ apart interact through $w(\mathbf R)$, with a finite value $w(0)$ in one cell.

The density matrix of one spin is the projector on the occupied orbitals,
\begin{equation}
\gamma = \sum_{\mathbf R} |v_{\mathbf R}\rangle\langle v_{\mathbf R}| .
\end{equation}
Fock exchange multiplies each element of $\gamma$ by minus the interaction between the two cells involved; the rule is derived below. Here $\gamma$ has elements only within a cell, so the Fock operator is
\begin{equation}
\Sigma = -w(0)\sum_{\mathbf R}|v_{\mathbf R}\rangle\langle v_{\mathbf R}| .
\end{equation}
It lowers the occupied level by $w(0)$ and leaves the empty level alone. If $\Delta_0$ is the level splitting without Fock exchange, the gap is
\begin{equation}
E_g = \Delta_0 + w(0) .
\label{eq:flatgap}
\end{equation}

Now excite an electron from $v_{\mathbf R'}$ to $c_{\mathbf R}$. To first order the density matrix acquires the element $|c_{\mathbf R}\rangle\langle v_{\mathbf R'}|$. The same rule gives the change of the Fock operator,
\begin{equation}
\delta\Sigma = -w(\mathbf R-\mathbf R')\,|c_{\mathbf R}\rangle\langle v_{\mathbf R'}| ,
\end{equation}
which lowers the excitation energy by $w(\mathbf R-\mathbf R')$. Let the charge of a cell be the sum of its two orbital occupations. The excitation then changes no cell charge to first order, and the Hartree term does not respond. For a separation $\mathbf R$ the pair energy is
\begin{equation}
\Omega(\mathbf R) = \Delta_0 + w(0) - w(\mathbf R) .
\label{eq:pair}
\end{equation}

At $\mathbf R=0$ the two Fock contributions cancel. At large separation the attraction fades and the energy rises to $E_g$. In this model the Fock part of the gap is therefore the price of pulling the pair apart, and the attraction is the part of that price not yet paid.

Let the particles hop between neighbouring cells, with amplitudes that give
\begin{align}
\varepsilon_c(\mathbf k) &= \varepsilon_c(0) + 2t_c\sum_{i}(1-\cos k_i d),\\
\varepsilon_v(\mathbf k) &= \varepsilon_v(0) - 2t_v\sum_{i}(1-\cos k_i d),
\end{align}
where $i$ runs over $x,y,z$. The orbitals $v$ and $c$ still do not mix, so the filled band spans the same space and $\gamma$ is unchanged. Let $\psi(\mathbf R)$ be the amplitude of a pair with zero total momentum. Since $2(1-\cos k_id)$ acts on $\psi$ as minus a second difference,
\begin{equation}
-(t_c+t_v)\sum_i\left[\psi(\mathbf R+\mathbf d_i)+\psi(\mathbf R-\mathbf d_i)-2\psi(\mathbf R)\right]
- w(\mathbf R)\psi(\mathbf R) = (\Omega-E_g)\,\psi(\mathbf R) .
\end{equation}
For a slowly varying $\psi$ the bracket becomes $d^2\partial_i^2\psi$. With $1/(2\mu)=(t_c+t_v)d^2$ and $w\to 1/(\epsilon R)$ at large $R$ this is
\begin{equation}
\left[-\frac{\nabla^2}{2\mu}-\frac{1}{\epsilon R}\right]\psi = (\Omega-E_g)\,\psi ,
\label{eq:firstwannier}
\end{equation}
the Wannier equation. The general derivation must show where the interaction comes from, what becomes of the density-dependent terms, and how large the corrections are.

\subsection{The functional and its one-electron operator}

The interaction used in the Fock term is
\begin{equation}
w(r)=\frac{\alpha+\beta\,\mathrm{erf}(\omega r)}{r},\qquad \alpha+\beta=\frac1\epsilon .
\label{eq:w}
\end{equation}
Close to the origin $\mathrm{erf}(\omega r)/r$ is finite, and the fraction of Coulomb exchange is $\alpha$. For $r\gg1/\omega$ the error function is one, and the fraction is $\alpha+\beta=1/\epsilon$. Here $\epsilon$ is the static dielectric constant with the nuclei held fixed. It is an input: nothing below computes it. If $\alpha>1/\epsilon$, then $\beta$ is negative.

For a closed shell with density $n(\mathbf r)=2\gamma(\mathbf r,\mathbf r)$ the energy is
\begin{equation}
E[\gamma]=2\,\mathrm{Tr}\,[(t+v_{\rm ext})\gamma]+E_H[n]+E_{sl}[n]
-\iint w(|\mathbf r-\mathbf r'|)\,|\gamma(\mathbf r,\mathbf r')|^2\,d\mathbf r\,d\mathbf r' .
\label{eq:energy}
\end{equation}
The symbols $t$ and $v_{\rm ext}$ denote the kinetic energy operator and the external potential. $E_H$ is the Hartree energy with the full Coulomb interaction $v_C=1/r$, and $E_{sl}$ collects correlation and the rest of exchange in semilocal form. Each spin contributes $-\frac12\iint w|\gamma|^2$ to the last term, which accounts for its prefactor of one.

Vary $\gamma$. Because $\gamma$ is Hermitian, $|\gamma(\mathbf r,\mathbf r')|^2=\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)$. The two factors give equal variations after $\mathbf r$ and $\mathbf r'$ are exchanged, so that
\begin{equation}
\delta E_F=-2\iint w(|\mathbf r-\mathbf r'|)\,\gamma(\mathbf r,\mathbf r')\,\delta\gamma(\mathbf r',\mathbf r)\,d\mathbf r\,d\mathbf r'
=2\,\mathrm{Tr}\,[\Sigma\,\delta\gamma] .
\end{equation}
The factor 2 counts the spins. The Fock operator is
\begin{equation}
\Sigma(\mathbf r,\mathbf r')=-w(|\mathbf r-\mathbf r'|)\,\gamma(\mathbf r,\mathbf r') ,
\label{eq:sigma}
\end{equation}
which is the rule used for the localized bands. The other terms have a variation of the form $\int v\,\delta n=2\int v(\mathbf r)\,\delta\gamma(\mathbf r,\mathbf r)\,d\mathbf r$. Altogether
\begin{equation}
h[\gamma]=t+v_{\rm ext}+v_H[n]+v_{sl}[n]+\Sigma[\gamma].
\end{equation}

The ground state satisfies $[h[\gamma_0],\gamma_0]=0$ and $\gamma_0^2=\gamma_0$. Its orbitals have eigenvalues $\varepsilon_v$ (occupied) and $\varepsilon_c$ (empty). The gap $E_g$ always means the eigenvalue gap of this $h$. With $h_{loc}=h-\Sigma$ and the two band-edge orbitals,
\begin{equation}
E_g=\langle c|h_{loc}|c\rangle-\langle v|h_{loc}|v\rangle
+\langle c|\Sigma|c\rangle-\langle v|\Sigma|v\rangle .
\label{eq:gap}
\end{equation}
The last two terms are the Fock part of the gap. They depend on $w$ at all distances over which $\gamma_0$ is appreciable. The long-range fraction $1/\epsilon$ therefore does not fix the gap by itself: $\alpha$, $\omega$ and the semilocal terms matter as well.

\subsection{The linearized equation of motion}

In the adiabatic approximation $h$ at time $t$ depends on $\gamma$ at the same time, and
\begin{equation}
i\,\partial_t\gamma=[h[\gamma],\gamma].
\end{equation}
Write $\gamma=\gamma_0+\delta\gamma$, $h_0=h[\gamma_0]$, and keep first order:
\begin{equation}
i\,\partial_t\delta\gamma=[h_0,\delta\gamma]+[\delta h,\gamma_0].
\label{eq:lin}
\end{equation}
The condition $\gamma^2=\gamma$ gives $\delta\gamma=\gamma_0\delta\gamma+\delta\gamma\gamma_0$. Between two empty orbitals the right side is zero, so $\delta\gamma_{cc'}=0$. Between two occupied orbitals it is $2\delta\gamma_{vv'}$, so $\delta\gamma_{vv'}=0$ too. What remains are the elements that connect occupied and empty orbitals. For one frequency set $\delta\gamma=De^{-i\Omega t}+D^\dagger e^{i\Omega t}$ with
\begin{equation}
D=\sum_{cv}\left(X_{cv}|c\rangle\langle v|+Y_{cv}|v\rangle\langle c|\right).
\end{equation}
Since $\delta h$ is linear in $\delta\gamma$, the two time factors separate.

Take the element of Eq.~(\ref{eq:lin}) between $\langle c|$ and $|v\rangle$. The first commutator gives $(\varepsilon_c-\varepsilon_v)X_{cv}$. In the second, $\gamma_0|v\rangle=|v\rangle$ and $\langle c|\gamma_0=0$, which leaves $+\delta h_{cv}$. Between $\langle v|$ and $|c\rangle$ both signs reverse. Hence
\begin{align}
\Omega X_{cv}&=(\varepsilon_c-\varepsilon_v)X_{cv}+\langle c|\delta h[D]|v\rangle,\label{eq:x}\\
\Omega Y_{cv}&=-(\varepsilon_c-\varepsilon_v)Y_{cv}-\langle v|\delta h[D]|c\rangle.\label{eq:y}
\end{align}

The change of the one-electron operator has a local and a nonlocal part. Let $f(\mathbf r,\mathbf s)=\delta v_{sl}(\mathbf r)/\delta n(\mathbf s)$ and $K=v_C+f$. Then
\begin{equation}
\delta h(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\int K(\mathbf r,\mathbf s)\,2D(\mathbf s,\mathbf s)\,d\mathbf s
-w(|\mathbf r-\mathbf r'|)\,D(\mathbf r,\mathbf r').
\label{eq:dh}
\end{equation}
The factor 2 appears because both spins respond alike, as they do in a singlet excitation. The exchange term has no such factor, because it acts within one spin.

Insert $D(\mathbf r,\mathbf r')=c'(\mathbf r)v'^*(\mathbf r')$, the pattern that multiplies $X_{c'v'}$, into Eq.~(\ref{eq:x}). This gives the resonant block
\begin{align}
A_{cv,c'v'}={}&(\varepsilon_c-\varepsilon_v)\delta_{cc'}\delta_{vv'}
+2\iint c^*(\mathbf r)v(\mathbf r)\,K(\mathbf r,\mathbf s)\,c'(\mathbf s)v'^*(\mathbf s)\,d\mathbf r\,d\mathbf s\nonumber\\
&-\iint c^*(\mathbf r)c'(\mathbf r)\,w(|\mathbf r-\mathbf s|)\,v'^*(\mathbf s)v(\mathbf s)\,d\mathbf r\,d\mathbf s .
\label{eq:A}
\end{align}
The pattern $v'(\mathbf r)c'^*(\mathbf r')$ that multiplies $Y_{c'v'}$ gives the coupling block
\begin{align}
B_{cv,c'v'}={}&2\iint c^*(\mathbf r)v(\mathbf r)\,K(\mathbf r,\mathbf s)\,v'(\mathbf s)c'^*(\mathbf s)\,d\mathbf r\,d\mathbf s\nonumber\\
&-\iint c^*(\mathbf r)v'(\mathbf r)\,w(|\mathbf r-\mathbf s|)\,c'^*(\mathbf s)v(\mathbf s)\,d\mathbf r\,d\mathbf s .
\label{eq:B}
\end{align}
In Eq.~(\ref{eq:y}) the orbitals $c$ and $v$ change places, which produces the complex conjugates of these integrals. The complete problem is
\begin{equation}
\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix}.
\label{eq:casida}
\end{equation}

The numerical check builds this matrix for a ten-site chain with Hartree, semilocal and Fock terms. It compares every element with finite differences of the nonlinear equation of motion; the largest difference is $1.2\times10^{-10}$ Ha.

In the last line of Eq.~(\ref{eq:A}), the product $c^*c'$ belongs to the electron and $v'^*v$ to the hole. Their densities may sit far apart and still interact. In the $K$ term each factor is a product of an empty and an occupied orbital, so it needs electron and hole in the same place. This is why a semilocal kernel cannot supply an attraction between separated charges. Equation~(\ref{eq:A}) has the form of a Bethe--Salpeter equation with a static screened interaction $w$ and with the hybrid eigenvalues in place of quasiparticle energies. The Hartree interaction in $K$ stays unscreened.

\subsection{A constant added to the interaction}

The common origin of gap and attraction can be put in exact form. Replace $w$ by $w+C$, with $C$ a constant. Equation~(\ref{eq:sigma}) gives
\begin{equation}
\Sigma\;\to\;\Sigma-C\gamma .
\end{equation}
The old $\gamma_0$ commutes with itself, so it remains a self-consistent solution with the same orbitals. Occupied eigenvalues fall by $C$ and empty ones stay. The gap rises by $C$, and for $C>-E_g$ the same orbitals remain the lowest ones.

In $A$ the diagonal rises by $C$. The attraction changes by
\begin{equation}
-C\int c^*c'\,d\mathbf r\int v'^*v\,d\mathbf s=-C\,\delta_{cc'}\delta_{vv'},
\end{equation}
which cancels that rise. In $B$ the change is proportional to $\int c^*v'\,d\mathbf r=0$. The matrix in Eq.~(\ref{eq:casida}) is unchanged, and so is every excitation energy.

For the chain, $C=0.1$ Ha moves the gap from $0.231351$ to $0.331351$ Ha, after a new self-consistent solution. The lowest excitation stays at $0.221829$ Ha. The difference between gap and excitation grows from $0.009522$ to $0.109522$ Ha. A constant attraction is one that the pair cannot escape, so here the gap is no longer the energy of a free pair. For an interaction that decays to zero, a widely separated pair does cost $E_g$, and $E_g-\Omega$ is a true binding energy.

This identity matters for codes that work on a finite mesh of wave vectors. In a crystal of volume $V$, the Coulomb singularity at $\mathbf q=0$ is replaced by some finite number $\chi$. A change of $\chi$ by $\delta\chi$ adds the constant $C=\delta\chi/V$ to $w$. If the same $\chi$ enters the Fock operator and the exciton matrix, the excitation energies do not depend on it, while the gap and the apparent binding energy do. If two different values are used, their difference divided by $V$ shifts every diagonal element of $A$ and leaves $B$ alone. Then $\Omega$ moves by exactly that amount when $B$ is neglected, and by nearly that amount when $B$ is small.

\section{The Wannier limit, its corrections and an example}

The interaction $w(r)=[\alpha+\beta\,\mathrm{erf}(\omega r)]/r$ has the long-range fraction $\alpha+\beta=1/\epsilon$. It enters the Fock operator $\Sigma=-w\gamma$, where $\gamma$ is the density matrix per spin, and thereby the eigenvalue gap $E_g$. The derivative of $\Sigma$ with respect to $\gamma$ gives the attraction in the resonant block $A$ of the response matrix, Eq.~(\ref{eq:A}). That block also contains twice the kernel $K=v_C+f$, Hartree plus semilocal, acting between products of empty and occupied orbitals. The coupling block is $B$, and $\Omega$ is an excitation energy.

\subsection{The interaction at small wave vector}

Write $w=1/(\epsilon r)-\beta\,\mathrm{erfc}(\omega r)/r$. The transform of $1/r$ is $4\pi/q^2$. For the second part, angular integration followed by integration by parts gives
\begin{align}
\int\frac{\mathrm{erfc}(\omega r)}{r}e^{-i\mathbf q\cdot\mathbf r}d\mathbf r
&=\frac{4\pi}{q}\int_0^\infty\sin(qr)\,\mathrm{erfc}(\omega r)\,dr\nonumber\\
&=\frac{4\pi}{q}\left[\frac1q-\frac{2\omega}{q\sqrt\pi}\int_0^\infty\cos(qr)\,e^{-\omega^2r^2}dr\right]\nonumber\\
&=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right).
\end{align}
The last integral is $(\sqrt\pi/2\omega)e^{-q^2/4\omega^2}$. Therefore
\begin{equation}
w(q)=\frac{4\pi}{q^2}\left[\alpha+\beta e^{-q^2/4\omega^2}\right]
=\frac{4\pi}{\epsilon q^2}-\frac{\pi\beta}{\omega^2}+O(q^2).
\label{eq:wq}
\end{equation}
For $q\ll\omega$ the first term dominates and contains $\alpha$ and $\beta$ through their sum alone. The constant acts like a contact interaction.

The response matrix now contains an electron-hole attraction that comes from the same $w$ as the Fock part of the gap, and at small wave vector this $w$ reduces to $4\pi/(\epsilon q^2)$ plus a constant. It remains to derive the Wannier equation from this matrix, to estimate the corrections, and to compare the result with a lattice solved self-consistently.
